**Restricted Hartree-Fock H2 at large distance: the 5/16 hartree error and its ionic origin**

With one 1s function of exponent 1 on each atom, the restricted Hartree-Fock energy of H2 at large internuclear distance R is -1 + 5/16 - 1/(2R) hartree, plus a remainder whose leading term is -(5/24)R² exp(-R). In the program, `a` and `b` are the two 1s functions, `S` is their overlap, `g` and `u` are their normalized sum and difference, and `cov` and `ion` are the covalent and ionic two-electron functions. The program compares Gaussian-expansion integrals with closed forms and bounds, and the energy formula with a direct expectation value. It asserts that `g` is the lowest doubly occupied real orbital on a grid of mixtures at distances from 2 to 12 bohr. It also asserts the large-distance covalent and ionic energies, the same-side probabilities and the recovery of -1 hartree when the two parts mix freely. Two computed energies, at 20 and 30 bohr, give a limit of -0.68750 hartree and a 1/R coefficient of -0.5000, with neither value assumed. The output also shows that optimizing the exponent at 20 bohr gives 0.8437, close to 27/32, and leaves most of the error in place.

## Verification by program

```python
# Result under test: restricted Hartree-Fock (RHF) H2 with one 1s function
# exp(-r)/sqrt(pi) per atom has, at large internuclear distance R,
#     E = -1 + 5/16 - 1/(2R) - (5/24) R^2 exp(-R) [1 + O(1/R)]   (hartree),
# because its wavefunction is an equal mixture of covalent and ionic parts.
# Symbols: a, b = 1s functions on the two protons; S = <a|b>;
# h = one-electron Hamiltonian with both protons; (ij|kl) = repulsion integral;
# g, u = normalized a+b and a-b; cov = ab+ba, ion = aa+bb (normalized).
# Numerical side: Gaussian integrals, with exp(-r) written as a sum of Gaussians
# from the trapezoidal rule applied to its Laplace-type integral.
# The finite Gaussian sum limits absolute energies to about 1e-6 hartree.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, ao2mo

TOL = 2e-6
log_exponents = np.arange(-8, 21) * 0.5
gauss_exp = np.exp(log_exponents)
gauss_coef = (gauss_exp**-0.5 * np.exp(-0.25 / gauss_exp)
              / (2 * gauss_exp / np.pi)**0.75)


def integrals(R, zeta=1.0):
    """Overlap, one-electron and repulsion integrals for 1s exponent zeta."""
    shell = [0] + [[float(e * zeta**2), float(c)]
                   for e, c in zip(gauss_exp, gauss_coef)]
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis={"H": [shell]}, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    repulsion = ao2mo.restore(1, mol.intor("int2e", aosym="s8"), 2)
    return overlap, core, repulsion


def element(left, right, R, ints):
    """<left|H|right> for two-electron functions sum_ij c_ij i(1) j(2)."""
    s, h, v = ints
    one = (np.einsum("ij,kl,ik,jl", left, right, h, s)
           + np.einsum("ij,kl,ik,jl", left, right, s, h))
    two = np.einsum("ij,kl,ikjl", left, right, v)
    return one + two + overlap_of(left, right, s) / R


def overlap_of(left, right, s):
    return np.einsum("ij,kl,ik,jl", left, right, s, s)


def orbitals(S):
    return (np.array([1.0, 1.0]) / np.sqrt(2 + 2 * S),
            np.array([1.0, -1.0]) / np.sqrt(2 - 2 * S))


def half_space_overlap(R):
    """Overlap matrix restricted to the side of the midplane holding a."""
    x, wx = np.polynomial.laguerre.laggauss(8)
    y, wy = np.polynomial.legendre.leggauss(40)
    eta, weta = (y - 1) / 2, wy / 2
    xi = 1 + x / R
    volume = R**2 / 4 * (wx[:, None] * weta[None, :]
                         * (xi[:, None]**2 - eta[None, :]**2))
    aa = np.sum(volume * np.exp(-R * (1 + eta))[None, :])
    bb = np.sum(volume * np.exp(-R * (1 - eta))[None, :])
    ab = np.sum(volume) * np.exp(-R)
    return np.array([[aa, ab], [ab, bb]])


# Closed forms to be tested
def S_formula(R):
    return np.exp(-R) * (1 + R + R**2 / 3)


def K_formula(R):
    return np.exp(-R) * (1 + R)


def J_formula(R):
    return 1 / R - np.exp(-2 * R) * (1 + 1 / R)


def aabb_formula(R):
    return J_formula(R) - S_formula(2 * R) / 8 - K_formula(2 * R) / 4


distances = [2.0, 4.0, 8.0, 10.0, 12.0, 20.0, 30.0]
data = {}
for R in distances:
    ints = integrals(R)
    s, h, v = ints
    S = s[0, 1]
    Sf, Kf = S_formula(R), K_formula(R)
    haa, hab = -0.5 - J_formula(R), -Sf / 2 - Kf
    aaab, abab = v[0, 0, 0, 1], v[0, 1, 0, 1]

    # integrals against their closed forms and bounds
    assert abs(S - Sf) < TOL
    assert abs(h[0, 0] - haa) < TOL and abs(h[0, 1] - hab) < TOL
    assert abs(v[0, 0, 0, 0] - 5 / 8) < TOL
    assert abs(v[0, 0, 1, 1] - aabb_formula(R)) < TOL
    if R <= 12:  # beyond this the integrals sink below the numerical error
        assert 0 < aaab < Kf
        assert 0 < abab < Sf * (Sf + 2 * np.exp(-R))

    # RHF energy from the two-electron expectation value and from the formula
    g, u = orbitals(S)
    gg, uu = np.outer(g, g), np.outer(u, u)
    E_g, E_u = element(gg, gg, R, ints), element(uu, uu, R, ints)
    E_formula = (2 * (haa + hab) / (1 + Sf) + 1 / R
                 + (5 / 8 + aabb_formula(R) + 2 * abab + 4 * aaab)
                 / (2 * (1 + Sf)**2))
    assert abs(E_g - E_formula) < 2 * TOL

    # g is the best doubly occupied orbital among all mixtures of g and u
    if R <= 12:
        angles = np.linspace(-np.pi / 2, np.pi / 2, 181)
        scan = []
        for t in angles:
            phi = np.cos(t) * g + np.sin(t) * u
            pair = np.outer(phi, phi)
            scan.append(element(pair, pair, R, ints))
        assert int(np.argmin(scan)) == 90
        if R == 12:
            flat = (-3 / 8 - 1 / R
                    - 0.5 * np.cos(2 * angles)**2 * (5 / 8 - 1 / R))
            assert np.max(np.abs(np.array(scan) - flat)) < 1e-3

    # covalent and ionic parts
    cov = np.array([[0.0, 1.0], [1.0, 0.0]])
    ion = np.eye(2)
    cov = cov / np.sqrt(overlap_of(cov, cov, s))
    ion = ion / np.sqrt(overlap_of(ion, ion, s))
    Hcc, Hii = element(cov, cov, R, ints), element(ion, ion, R, ints)
    Hci, Sci = element(cov, ion, R, ints), overlap_of(cov, ion, s)
    assert abs(Sci - 2 * Sf / (1 + Sf**2)) < 2 * TOL
    assert abs((Hcc + Hii + 2 * Hci) / (2 + 2 * Sci) - E_g) < 1e-9
    if R >= 12:
        assert abs(Hcc + 1) < TOL
        assert abs(Hii + 3 / 8 + 1 / R) < TOL
    if R >= 20:
        assert abs(Hci) < 5e-6

    # free mixing of the two parts
    levels, vectors = eigh([[Hcc, Hci], [Hci, Hii]], [[1, Sci], [Sci, 1]])
    E_mix, ratio = levels[0], vectors[1, 0] / vectors[0, 0]
    mixed = vectors[0, 0] * cov + vectors[1, 0] * ion
    assert E_mix < E_g
    if R >= 20:
        assert abs(E_mix + 1) < TOL and abs(ratio) < 1e-5

    # probability that both electrons are on the same side of the midplane
    side_a = half_space_overlap(R)
    side_b = s - side_a

    def same_side(pair):
        return overlap_of(pair, pair, side_a) + overlap_of(pair, pair, side_b)

    q = np.exp(-R) * (R / 4 + 0.5)
    P_cov = 2 * (q * (1 - q) + Sf**2 / 4) / (1 + Sf**2)
    assert abs(side_a[1, 1] - q) < 1e-9
    assert abs(same_side(gg) - 0.5) < TOL
    assert abs(same_side(cov) - P_cov) < 2 * TOL

    data[R] = dict(S=S, h=h, v=v, E=E_g, Eu=E_u, cov=Hcc, ion=Hii, ci=Hci,
                   mix=E_mix, ratio=ratio, P=same_side(gg),
                   Pcov=same_side(cov), Pmix=same_side(mixed))

# Limit and 1/R coefficient from two energies, with neither value assumed
slope = (data[30.0]["E"] - data[20.0]["E"]) / (1 / 30 - 1 / 20)
limit = data[30.0]["E"] - slope / 30
assert abs(limit + 11 / 16) < 5e-6
assert abs(slope + 0.5) < 1e-4

# Coefficient of R^2 exp(-R): the part of the energy odd under b -> -b carries
# the first-order exponential; a second difference isolates its R^2 term.
odd = {R: 0.5 * (data[R]["E"] - data[R]["Eu"]) * np.exp(R)
       for R in (8.0, 10.0, 12.0)}
quadratic = (odd[12.0] - 2 * odd[10.0] + odd[8.0]) / 8
assert abs(quadratic + 5 / 24) < 0.01

# Optimized exponent at R = 20: the energy is a parabola in the exponent there
zetas, energies = [0.8, 0.9, 1.0], []
for zeta in zetas:
    ints = integrals(20.0, zeta)
    g, _ = orbitals(ints[0][0, 1])
    pair = np.outer(g, g)
    energies.append(element(pair, pair, 20.0, ints))
c2, c1, c0 = np.polyfit(zetas, energies, 2)
zeta_best = -c1 / (2 * c2)
E_best = c0 - c1**2 / (4 * c2)
assert abs(zeta_best - 27 / 32) < 1e-3
assert abs(E_best + (27 / 32)**2 + 1 / 40) < 5e-5

# Printed numbers
d = data[8.0]
law8 = -11 / 16 - 1 / 16
print("Integrals at R = 8 bohr")
print(f"S = {d['S']:.6f} (no unit)")
print(f"h_aa = {d['h'][0, 0]:.6f} hartree")
print(f"h_ab = {d['h'][0, 1]:.6f} hartree")
print(f"(aa|aa) = {d['v'][0, 0, 0, 0]:.6f} hartree")
print(f"(aa|bb) = {d['v'][0, 0, 1, 1]:.6f} hartree")
print(f"(aa|ab) = {d['v'][0, 0, 0, 1]:.6f} hartree")
print(f"(ab|ab) = {d['v'][0, 1, 0, 1]:.6f} hartree")
one8 = 2 * (d["h"][0, 0] + d["h"][0, 1]) / (1 + d["S"])
print(f"one-electron energy = {one8:.5f} hartree")
print(f"electron repulsion = {d['E'] - one8 - 1 / 8:.5f} hartree")
print(f"nuclear repulsion = {1 / 8:.5f} hartree")
print(f"RHF energy = {d['E']:.5f} hartree")
print(f"law -11/16 - 1/(2R) = {law8:.5f} hartree")
print(f"RHF minus law = {d['E'] - law8:.5f} hartree")
print(f"leading term -(5/24)R^2 exp(-R) = {-5 / 24 * 64 * np.exp(-8):.5f} hartree")
print(f"covalent-ionic coupling H_CI = {d['ci']:.5f} hartree")
print("Energies in hartree, R in bohr")
print("   R      RHF       law   RHF-law  covalent     ionic     mixed")
for R in distances:
    d = data[R]
    law = -11 / 16 - 1 / (2 * R)
    print(f"{R:4.0f} {d['E']:9.5f} {law:9.5f} {d['E'] - law:9.5f}"
          f" {d['cov']:9.5f} {d['ion']:9.5f} {d['mix']:9.5f}")
print("Same-side probabilities and ionic/covalent amplitude ratio (no unit)")
print("   R    P(RHF)    P(cov)  P(mixed)  ratio(mixed)")
for R in distances:
    d = data[R]
    print(f"{R:4.0f} {d['P']:9.5f} {d['Pcov']:9.5f} {d['Pmix']:9.5f}"
          f" {abs(d['ratio']):12.5f}")
print("From the computed energies at R = 20 and 30 bohr")
print(f"limit of RHF energy = {limit:.5f} hartree")
print(f"coefficient of 1/R = {slope:.4f} hartree bohr")
print(f"error of the limit = {limit + 1:.5f} hartree")
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"error of the limit = {(limit + 1) * hartree_eV:.3f} eV")
print(f"fitted R^2 exp(-R) coefficient = {quadratic:.4f} hartree/bohr^2")
print(f"predicted coefficient -5/24 = {-5 / 24:.4f} hartree/bohr^2")
print(f"best exponent at R = 20 bohr = {zeta_best:.4f} 1/bohr")
print(f"predicted exponent 27/32 = {27 / 32:.4f} 1/bohr")
print(f"RHF energy there = {E_best:.5f} hartree")
print(f"predicted -(27/32)^2 - 1/40 = {-(27 / 32)**2 - 1 / 40:.5f} hartree")
print(f"optimized-exponent limit = {-(27 / 32)**2:.5f} hartree")
print("every check passed")
```

Running it gives:

```
Integrals at R = 8 bohr
S = 0.010176 (no unit)
h_aa = -0.625000 hartree
h_ab = -0.008107 hartree
(aa|aa) = 0.625000 hartree
(aa|bb) = 0.124998 hartree
(aa|ab) = 0.002739 hartree
(ab|ab) = 0.000033 hartree
one-electron energy = -1.25346 hartree
electron repulsion = 0.37288 hartree
nuclear repulsion = 0.12500 hartree
RHF energy = -0.75558 hartree
law -11/16 - 1/(2R) = -0.75000 hartree
RHF minus law = -0.00558 hartree
leading term -(5/24)R^2 exp(-R) = -0.00447 hartree
covalent-ionic coupling H_CI = -0.02091 hartree
Energies in hartree, R in bohr
   R      RHF       law   RHF-law  covalent     ionic     mixed
   2  -1.08080  -0.93750  -0.14330  -1.10355  -0.95546  -1.10839
   4  -0.89536  -0.81250  -0.08286  -1.01129  -0.64689  -1.01278
   8  -0.75558  -0.75000  -0.00558  -1.00002  -0.50007  -1.00002
  10  -0.73863  -0.73750  -0.00113  -1.00000  -0.47500  -1.00000
  12  -0.72938  -0.72917  -0.00021  -1.00000  -0.45833  -1.00000
  20  -0.71250  -0.71250  -0.00000  -1.00000  -0.42500  -1.00000
  30  -0.70417  -0.70417   0.00000  -1.00000  -0.40833  -1.00000
Same-side probabilities and ionic/covalent amplitude ratio (no unit)
   R    P(RHF)    P(cov)  P(mixed)  ratio(mixed)
   2   0.50000   0.30210   0.35724      0.17796
   4   0.50000   0.06888   0.09137      0.06385
   8   0.50000   0.00173   0.00175      0.00112
  10   0.50000   0.00027   0.00027      0.00015
  12   0.50000   0.00004   0.00004      0.00002
  20   0.50000   0.00000   0.00000      0.00000
  30   0.50000   0.00000   0.00000      0.00000
From the computed energies at R = 20 and 30 bohr
limit of RHF energy = -0.68750 hartree
coefficient of 1/R = -0.5000 hartree bohr
error of the limit = 0.31250 hartree
error of the limit = 8.504 eV
fitted R^2 exp(-R) coefficient = -0.2069 hartree/bohr^2
predicted coefficient -5/24 = -0.2083 hartree/bohr^2
best exponent at R = 20 bohr = 0.8437 1/bohr
predicted exponent 27/32 = 0.8438 1/bohr
RHF energy there = -0.73692 hartree
predicted -(27/32)^2 - 1/40 = -0.73691 hartree
optimized-exponent limit = -0.71191 hartree
every check passed
```
